# How the Stochastic Trace Error per Atom Depends on System Size

## Problem

A system of $N$ atoms has one orthonormal orbital per atom and a real symmetric Hamiltonian $H$. Both $H$ and the chemical potential, taken as the zero of energy, are held fixed. The band energy is the trace of

$$A=g(H),\qquad g(\varepsilon)=2\varepsilon f(\varepsilon),\qquad f(\varepsilon)=\frac{1}{1+e^{\varepsilon/kT}},$$

where the factor 2 counts spin. The trace is estimated with $I$ independent random vectors $\chi$, whose entries are independently $+1$ or $-1$ with equal probability. The estimate of the energy per atom is

$$\hat e=\frac{1}{IN}\sum_{\chi}\chi^{T}A\chi .$$

(a) Find the mean and the variance of $\hat e$.

(b) Under what conditions does the error fall as $N$ grows, and what part does the locality of $A$ play?

(c) Evaluate the error for a uniform ring with hopping $-t$ between neighbours, $t=0.1$ hartree and $kT=0.01$ hartree. How many vectors give an error of 0.001 hartree per atom?

(d) Which quantities computed from the same vectors do not become more accurate as $N$ grows?

"Error" means the standard deviation over the random vectors. The parameters in (c) are round model values.

## Solution

### (a) Mean and variance

Write $\chi^TA\chi=\sum_i e_i$ with one term per site, $e_i=\chi_i(A\chi)_i$. Because $\chi_i^2=1$,

$$e_i=A_{ii}+\sum_{k\neq i}A_{ik}\,\chi_i\chi_k .$$

Different entries are independent with zero mean, so $E[\chi_i\chi_k]=0$ for $k\ne i$. Hence $E[e_i]=A_{ii}$ and $E[\hat e]=\mathrm{Tr}A/N$: the estimate is unbiased.

The variance of one site term is

$$\mathrm{Var}\,e_i=\sum_{k\ne i}\sum_{l\neq i}A_{ik}A_{il}\,E[\chi_i^2\chi_k\chi_l]=\sum_{k\neq i}A_{ik}^2 ,$$

since $\chi_i^2=1$ and $E[\chi_k\chi_l]=\delta_{kl}$. For two different sites $i\neq j$,

$$\mathrm{Cov}(e_i,e_j)=\sum_{k\ne i}\sum_{l\neq j}A_{ik}A_{jl}\,E[\chi_i\chi_k\chi_j\chi_l].$$

The expectation vanishes unless every index occurs an even number of times. Index $i$ cannot be matched by $j$ or by $k$, both of which differ from it, so $l=i$. Then $k=j$ is needed to match $j$. One term survives, with expectation 1:

$$\mathrm{Cov}(e_i,e_j)=A_{ij}A_{ji}=A_{ij}^2 .$$

The variance of the sum is the sum of all variances and covariances:

$$\mathrm{Var}(\chi^TA\chi)=\sum_i\sum_{k\ne i}A_{ik}^2+\sum_{i\neq j}A_{ij}^2=2\sum_{i\ne j}A_{ij}^2 .$$

Dividing the trace by $N$ divides its variance by $N^2$, and averaging $I$ independent vectors divides it by $I$. Therefore

$$\boxed{\;\sigma=\sqrt{\frac{v_N}{IN}},\qquad v_N=\frac{2}{N}\sum_{i\neq j}A_{ij}^2\;}$$

This holds for any real symmetric $A$. The numerical check confirms the means and the covariances by running through all 1024 sign vectors of a disordered ring of ten atoms.

### (b) Boundedness and locality

The factor $1/\sqrt{IN}$ describes the dependence on $N$ when $v_N$ tends to a nonzero constant. If $A$ is diagonal, $v_N=0$ and there is no error at all. In general, at fixed $I$ the error vanishes as $N\to\infty$ exactly when $v_N/N\to0$. A $v_N$ that grows more slowly than $N$ only slows the fall, while one that grows in proportion to $N$ stops it.

**A bounded function is enough.** Let $c_{in}$ be the component on site $i$ of the normalized eigenvector with energy $\varepsilon_n$. Then

$$\sum_jA_{ij}^2=(A^2)_{ii}=\sum_n c_{in}^2\,g(\varepsilon_n)^2\le \max|g|^2 ,$$

because $\sum_nc_{in}^2=1$. The maximum is taken over the spectrum. Dropping the diagonal terms can only lower the left side, so summing over $i$ gives

$$v_N\le 2\max|g|^2 .$$

If the spectrum stays within a fixed range as $N$ grows, this bound does not depend on $N$. Chebyshev's inequality then gives

$$P\big(|\hat e-\mathrm{Tr}A/N|>\delta\big)\le\frac{v_N}{IN\delta^2}\longrightarrow 0\qquad(N\to\infty)$$

for any fixed $\delta>0$, even with $I=1$. This is the meaning of self-averaging here: one random vector on a large enough system gives the energy per atom to any chosen accuracy, with a probability as close to 1 as desired.

**Locality supplies a mechanism.** The covariance of two site terms is $A_{ij}^2$. If $A_{ij}$ decays with distance fast enough that $\sum_jA_{ij}^2$ stays bounded as $N$ grows, distant regions contribute nearly uncorrelated errors, and the error of the sum grows as $\sqrt N$ while the sum itself grows as $N$.

The decay can be shown when $H$ connects neighbours on a chain or ring and its spectrum lies in $[-W,W]$. Expand $g$ in Chebyshev polynomials $T_k$, defined by $T_k(\cos\theta)=\cos k\theta$:

$$g(W\cos\theta)=c_0+\sum_{k\ge1}c_k\cos k\theta,\qquad c_k=\frac1\pi\int_0^{2\pi}g(W\cos\theta)\,e^{-ik\theta}\,d\theta .$$

The sine part of the exponential integrates to zero, because $g(W\cos\theta)$ is even in $\theta$. With $z=e^{i\theta}$, so that $d\theta=dz/(iz)$,

$$c_k=\frac{1}{\pi i}\oint_{|z|=1} g\!\left(\tfrac W2(z+z^{-1})\right)z^{-k-1}\,dz .$$

If the integrand is analytic for $1\le|z|\le\rho$, the contour may be moved to $|z|=\rho$. Let $M$ be the largest $|g|$ on that circle. The contour has length $2\pi\rho$, so

$$|c_k|\le\frac1\pi\,(2\pi\rho)\,M\rho^{-k-1}=2M\rho^{-k}.$$

Now take two sites $d\ge1$ bonds apart by the shorter way. A polynomial of degree $k<d$ in $H$ cannot connect them, so only $k\ge d$ contributes to $A_{ij}$. The eigenvalues of $T_k(H/W)$ lie in $[-1,1]$, hence its matrix elements are at most 1 in size. Summing the geometric series,

$$|A_{ij}|\le\sum_{k\ge d}2M\rho^{-k}=\frac{2M\rho^{1-d}}{\rho-1}.$$

The limit on $\rho$ comes from the Fermi function, whose poles lie where $e^{\varepsilon/kT}=-1$. The nearest are $\varepsilon=\pm i\pi kT$. Setting $z=ie^{\kappa}$ gives $\tfrac W2(z+z^{-1})=iW\sinh\kappa$, so the pole is reached at

$$\sinh\kappa=\frac{\pi kT}{W},$$

and any $\rho$ between 1 and $e^\kappa$ is allowed. At fixed $kT>0$ the bound is exponential and independent of $N$.

**Locality is not necessary.** A projector onto a random half of the space has eigenvalues 0 and 1 but no spatial decay. For $N=100$ and 400, about half of $\sum_{i\neq j}A_{ij}^2$ comes from pairs more than a quarter of the ring apart, yet $v_N$ is 0.491 and 0.498.

**Self-averaging can fail if the norm of $A$ grows.** For the matrix with every element equal to 1,

$$v_N=\frac2N\,N(N-1)=2(N-1),\qquad \sigma=\sqrt{\frac{2(N-1)}{IN}}\to\sqrt{\frac2I}.$$

Its trace per atom is 1, and the error does not fall with $N$.

### (c) The uniform ring

The levels are $\varepsilon_k=-2t\cos k$, so $W=2t$. All sites are equivalent, so each diagonal element equals the average one. Let $\langle\cdot\rangle$ denote the average over the levels. Then

$$A_{ii}=\frac{\mathrm{Tr}A}{N}=\langle g\rangle,\qquad \frac1N\sum_{ij}A_{ij}^2=\frac{\mathrm{Tr}A^2}{N}=\langle g^2\rangle .$$

Removing the diagonal terms from the second sum gives

$$v=2\left(\langle g^2\rangle-\langle g\rangle^2\right).$$

The constant is twice the variance of $g$ over the band. For a long ring the average becomes an integral over $k$, which gives $\langle g\rangle=-0.126796$ hartree and $\langle g^2\rangle=0.039979$ hartree². Thus

$$v=2\,(0.039979-0.126796^2)=0.0478\ \text{hartree}^2,\qquad \sqrt v=0.219\ \text{hartree}.$$

The bound from (b) is $2\max|g|^2=0.32$ hartree². It guarantees the scaling but overestimates the constant.

For ten vectors on 1024 atoms,

$$\sigma=\frac{0.21864}{\sqrt{10\times1024}}=0.00216\ \text{hartree per atom},$$

or 59 meV. This is 1.7% of the magnitude of the band energy per atom. Both $v$ and this percentage refer to energies measured from the chemical potential. Adding a constant $c$ to all energies at fixed occupations replaces $A$ by $A+2cf(H)$, which gives $v=0.016$ hartree² for $c=0.1$ hartree and $0.224$ hartree² for $c=-0.2$ hartree.

The table compares the formula with root-mean-square errors from 2000 random vectors per ring, used singly or in 200 groups of ten. The product $A\chi$ was computed by a Chebyshev recursion that needs only neighbour hops. All entries are in hartree per atom.

| $N$ | $I=1$, sampled | $I=1$, formula | $I=10$, sampled | $I=10$, formula |
|---:|---:|---:|---:|---:|
| 64 | 0.0277 | 0.0273 | 0.0089 | 0.0086 |
| 256 | 0.0139 | 0.0137 | 0.0045 | 0.0043 |
| 1024 | 0.0066 | 0.0068 | 0.0022 | 0.0022 |

For nearly Gaussian errors, a root-mean-square value from $R$ samples has a relative uncertainty of about $1/\sqrt{2R}$: 1.6% for the single vectors and 5% for the groups. A power law fitted to the sampled $I=1$ errors has exponent $-0.516$. Its own uncertainty is about 0.008, so it lies two standard errors from $-1/2$, which is compatible with the derived law.

**Decay of $A$.** Here $\sinh\kappa=\pi kT/(2t)$ gives $\kappa=0.1564$ per bond, a decay length of 6.4 bonds. The matrix elements at 40 and 42 bonds give the same rate to four digits. This is the long-range rate: between 10 and 12 bonds it is still 0.189. Only even distances are compared, because $g=\varepsilon-\varepsilon\tanh(\varepsilon/2kT)$ is $\varepsilon$ plus an even function, so on an even ring the elements at odd distances of three or more bonds vanish. The bound in (b), evaluated with $\rho=1.1335$, is very loose in size: at 40 bonds it is 0.046 hartree, against an actual $1.2\times10^{-5}$ hartree.

**The limit of low temperature.** As $kT\to0$, $\kappa\to0$ and the exponential decay is lost. The lower half of the band is then filled, with $g=2\varepsilon$ there and $g=0$ above. Since $\langle\varepsilon^2\rangle=2t^2$ over the whole band, and the two halves contribute equally,

$$\langle g^2\rangle=\tfrac12\cdot4\cdot2t^2=4t^2,\qquad \langle g\rangle=\frac1\pi\int_0^{\pi/2}(-4t\cos k)\,dk=-\frac{4t}{\pi},$$

and $v\to8t^2(1-4/\pi^2)$. The constant stays finite, as the bound requires: this metal self-averages at zero temperature too.

**Number of vectors.** Setting $\sigma=\delta$ and solving for $I$ gives

$$I=\frac{v}{N\delta^2}.$$

For $\delta=0.001$ hartree, $IN=47\,803$. Rounded up, this means 747 vectors for 64 atoms, 47 for 1024 atoms and 3 for 16,384 atoms. At a fixed polynomial degree, the work per vector is proportional to $N$, so the total work is roughly constant as long as many vectors are needed. When only a few are needed, rounding $I$ up to a whole number matters: just below the size at which one vector suffices, two are still required, and the work is nearly doubled. Beyond that size one vector is enough, and the work grows linearly with $N$.

**Disorder.** Equivalent sites simplify the constant but are not needed for the scaling. With site energies drawn uniformly between $-0.1$ and $0.1$ hartree, single disordered rings of 128, 256 and 512 atoms have $v_N=0.051$, $0.052$ and $0.050$ hartree².

### (d) What does not improve with size

**The total energy.** Its error is $N\sigma=\sqrt{v_NN/I}$, which grows with $N$. With ten vectors it is 0.55 hartree for 64 atoms and 2.2 hartree for 1024. A fixed total error $\Delta$ needs $I=v_NN/\Delta^2$ vectors, and the work then grows as $N^2$. An energy difference between two large systems, such as a defect energy, is a difference of total energies. If the two are sampled independently, their variances add and the difference inherits this growth. If the same vectors are used for both, the result of (a) applies to the difference of the two matrices. Raising one site energy of the ring by 0.1 hartree changes the band energy by 0.076 hartree. Ten shared vectors give this change with an error of 0.032 hartree at 64, 256 and 700 atoms, against 0.78, 1.6 and 2.6 hartree for independent vectors. With shared vectors the error in this example does not grow with $N$, but it does not fall either.

**The local density.** With $D=2f(H)$, one estimate of the occupation of site $i$ is the average of $\chi_i(D\chi)_i$ over the $I$ vectors. By the site variance found in (a),

$$\mathrm{Var}\,n_i=\frac1I\sum_{j\neq i}D_{ij}^2 .$$

On a ring with an even number of atoms the band is symmetric about zero, and $f(\varepsilon)+f(-\varepsilon)=1$, so $D_{ii}=2\langle f\rangle=1$. For an odd number of atoms this holds only in the limit of a long ring. Also $\sum_jD_{ij}^2=\langle(2f)^2\rangle=4\langle f^2\rangle$, which gives

$$\mathrm{Var}\,n_i=\frac{4\langle f^2\rangle-1}{I}.$$

Nothing here falls with $N$, because a single site has no other sites to average over. For $I=10$ the error is 0.306 electrons per site, on a mean occupation of 1. The sampled values for the three rings are 0.308, 0.305 and 0.306. The size of this error depends on the estimator. The one above is negative for about a fifth of single-vector samples. The non-negative form $[(\sqrt D\,\chi)_i]^2$, used in stochastic density functional theory, has the same mean $D_{ii}$ and an error of about 0.35 electrons at $I=10$, the same at 64 and 256 atoms.

**Nonlinear energies.** Add a mean-field repulsion $U\,n_{i\uparrow}n_{i\downarrow}$ with equal spin occupations $n_i/2$. Its energy is $\tfrac U4\sum_in_i^2$. Inserting the noisy density and using $E[n_i^2]=(E[n_i])^2+\mathrm{Var}\,n_i$ gives a systematic error per atom of

$$b=\frac U4\,\mathrm{Var}\,n_i=\frac{U}{4I}\left(4\langle f^2\rangle-1\right).$$

For $U=0.1$ hartree and $I=10$,

$$b=\frac{0.1}{4}\times0.3060^2=0.00234\ \text{hartree per atom}$$

on every long ring. At 1024 atoms this already exceeds the random error of the band energy, 0.00216 hartree. A larger system reduces the random error but leaves the bias in place; more vectors reduce both, the bias as $1/I$. The bias comes from multiplying two estimates built from the same vectors. If the two spin occupations are sampled with independent vectors, the mean of their product is the product of their means, and this particular term has no bias. With the estimator $[(\sqrt D\,\chi)_i]^2$ and shared vectors the bias is about 0.0031 hartree per atom.

This limits what the result says about stochastic density functional theory. For a given Hamiltonian, the band energy per atom self-averages. In a self-consistent calculation the Hamiltonian itself depends on a noisy density, and the energy is a nonlinear functional of that density. The variance formula does not cover that case, and convergence must then be checked by increasing $I$ as well as $N$.

## Table of computed values

```
hopping t = 0.1 hartree, kT = 0.01 hartree, U = 0.1 hartree
enumeration, 10 atoms, 1024 sign vectors:
  variance of trace, enumerated = 0.59002428 hartree^2
  variance of trace, formula    = 0.59002428 hartree^2
band average of g   = -0.126796 hartree
band average of g^2 = 0.039979 hartree^2
v from band integral = 0.047803 hartree^2
sqrt(v) = 0.21864 hartree
upper bound 2 max g^2 = 0.320000 hartree^2
  v_N from matrix elements, N = 64: 0.047804 hartree^2
  v_N from matrix elements, N = 256: 0.047803 hartree^2
  v_N from matrix elements, N = 1024: 0.047803 hartree^2
ellipse: rho = 1.13353, M = 0.40315 hartree
decay rate: pole 0.156441, matrix 0.156445 per bond
decay length 1/kappa = 6.392 bonds
  |A| at 2 bonds = 4.295e-02, bound 5.327e+00 hartree
  |A| at 20 bonds = 2.736e-04, bound 5.581e-01 hartree
  |A| at 40 bonds = 1.189e-05, bound 4.550e-02 hartree
sampling: 2000 vectors per ring, Chebyshev degree 120
predicted density error per site, I = 10: 0.3060 electrons
predicted nonlinear bias per atom, I = 10: 0.002340 hartree
N = 64: exact energy per atom -0.126795 hartree
  I = 1:  measured 0.02774, predicted 0.02733 hartree
  I = 10: measured 0.00891, predicted 0.00864 hartree
  density error 0.3081 electrons, bias 0.002373 hartree per atom
N = 256: exact energy per atom -0.126796 hartree
  I = 1:  measured 0.01392, predicted 0.01366 hartree
  I = 10: measured 0.00454, predicted 0.00432 hartree
  density error 0.3052 electrons, bias 0.002329 hartree per atom
N = 1024: exact energy per atom -0.126796 hartree
  I = 1:  measured 0.00664, predicted 0.00683 hartree
  I = 10: measured 0.00222, predicted 0.00216 hartree
  density error 0.3062 electrons, bias 0.002345 hartree per atom
fitted exponent of N at I = 1: -0.516
N = 1024, I = 10: predicted error per atom 58.79 meV
  total-energy error, N = 64, I = 10: 0.5531 hartree
  total-energy error, N = 256, I = 10: 1.1062 hartree
  total-energy error, N = 1024, I = 10: 2.2125 hartree
disordered ring, site energies uniform in [-0.1, 0.1] hartree:
  N = 128: v_N = 0.05058 hartree^2
  N = 256: v_N = 0.05183 hartree^2
  N = 512: v_N = 0.04988 hartree^2
N = 100: random projector v_N = 0.4913, far share 0.500
  all-ones matrix, I = 1: error per atom 1.400 (no unit)
N = 400: random projector v_N = 0.4976, far share 0.495
  all-ones matrix, I = 1: error per atom 1.425 (no unit)
target 0.001 hartree per atom: I N = 47803
  N = 64: I = 747 vectors
  N = 1024: I = 47 vectors
  N = 16384: I = 3 vectors
```
